# Friedel Oscillations around a Donor in a Gas with Ellipsoidal Valleys

## Result and setting

A donor of charge $+e$ sits at the origin of a degenerate electron gas of density $n$. The electrons occupy six equivalent valleys, as in silicon. In valley $v$ the energy is $E=\tfrac{\hbar^2}{2}\,\mathbf k\cdot M_v^{-1}\mathbf k$, with $\mathbf k$ measured from the valley minimum and $M_v$ a mass tensor with principal values $m_l,m_t,m_t$. Far from the donor, in the direction of the unit vector $\hat{\mathbf r}$, the density change is

$$\delta n(\mathbf r)\simeq-\sum_v\frac{A_v\cos(2h_vr)}{4\pi R_v^3},\qquad h_v=\frac{\sqrt{2E_Fm_v(\hat{\mathbf r})}}{\hbar},\qquad m_v(\hat{\mathbf r})=\hat{\mathbf r}\cdot M_v\hat{\mathbf r}, \tag{1}$$

where $R_v=r\sqrt{m_v(\hat{\mathbf r})/m_d}$ and $m_d=(\det M_v)^{1/3}$. The amplitude $A_v$ is found below. Each valley therefore contributes the period

$$\Lambda_v(\hat{\mathbf r})=\frac{\pi}{h_v}=\frac{\pi\hbar}{\sqrt{2E_F\,m_v(\hat{\mathbf r})}} . \tag{2}$$

A given direction can carry several periods, since the valleys are oriented differently.

The assumptions are zero temperature, no disorder, and linear screening in the random-phase approximation (RPA) by a medium of dielectric constant $\varepsilon$. Equation (1) describes the smooth density produced by transitions within a valley. Intervalley terms, temperature, disorder and strong scattering are taken up afterwards.

## Response of one valley

Let the electrons feel a weak potential energy $U(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf r}U(\mathbf q)$. To first order, a state $\mathbf k$ acquires an admixture $U(\mathbf q)/(E_{\mathbf k}-E_{\mathbf k+\mathbf q})$ of the state $\mathbf k+\mathbf q$. The density contains this admixture and the complex conjugate of the one with $-\mathbf q$. With a factor 2 for spin,

$$\delta n(\mathbf q)=2U(\mathbf q)\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac1{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}+\frac1{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right]. \tag{3}$$

Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the second term gives $\delta n=-\Pi_vU$ with

$$\Pi_v(\mathbf q)=2\int\!\frac{d^3k}{(2\pi)^3}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}. \tag{4}$$

Now set $\mathbf k=M_v^{1/2}\mathbf K/\sqrt{m_d}$ and $\mathbf q=M_v^{1/2}\mathbf Q/\sqrt{m_d}$. The determinant of this map is $(\det M_v)^{1/2}/m_d^{3/2}=1$, so volumes are unchanged, and the energy becomes $\hbar^2K^2/2m_d$. The Fermi ellipsoid becomes a sphere of radius $k_d$. Each valley holds $n/6$ electrons, so $2\cdot\frac{4\pi}{3}k_d^3/(2\pi)^3=n/6$, or

$$k_d=\left(\frac{3\pi^2n}{6}\right)^{1/3},\qquad E_F=\frac{\hbar^2k_d^2}{2m_d}. \tag{5}$$

The two terms of (3) are equal under $\mathbf K\to-\mathbf K$. With $\mu$ the cosine of the angle between $\mathbf K$ and $\mathbf Q$, and principal values understood,

$$\Pi_v=\frac{1}{\pi^2}\,\frac{2m_d}{\hbar^2}\int_0^{k_d}\!K^2dK\int_{-1}^{1}\frac{d\mu}{Q^2+2KQ\mu}
=\frac{m_d}{\pi^2\hbar^2Q}\int_0^{k_d}\!K\ln\left|\frac{Q+2K}{Q-2K}\right|dK. \tag{6}$$

Put $K=k_dy$ and $x=Q/2k_d$. An antiderivative of $y\ln|(x+y)/(x-y)|$ is $\tfrac12(y^2-x^2)\ln|(x+y)/(x-y)|+xy$, as differentiation confirms. Hence

$$\Pi_v=N_vF(x),\quad N_v=\frac{m_dk_d}{\pi^2\hbar^2},\quad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|. \tag{7}$$

Here $N_v$ is the density of states of one valley at $E_F$, both spins included. In the original variables $x=1$ is the ellipsoid $\mathbf q\cdot M_v^{-1}\mathbf q=8E_F/\hbar^2$, which is the Fermi surface enlarged by two.

## Screening and the singular surface

Let $v(q)=e^2/(\varepsilon\varepsilon_0q^2)$ and $\Pi=\sum_v\Pi_v$. The donor supplies the potential energy $-v$ and the displaced electrons supply $+v\,\delta n$, so $U=-v(1-\delta n)$. Inserting $\delta n=-\Pi U$ gives

$$\delta n(\mathbf q)=\frac{v\Pi}{1+v\Pi}. \tag{8}$$

At $q\to0$ this tends to 1: the donor attracts one electron in total. Multiplying numerator and denominator by $q^2$ shows that (8) is smooth there. A part of $\delta n(\mathbf q)$ that is smooth at all real $\mathbf q$ gives a density that falls faster than any power of $r$. The far density thus comes from the surfaces $x=1$.

Near $x=1$, $(1-x^2)/4x\simeq(1-x)/2$, and the singular part of the logarithm is $-\ln|x-1|$. Therefore

$$\delta F=\tfrac12(x-1)\ln|x-1|,\qquad
\delta\!\left[\frac{v\Pi}{1+v\Pi}\right]=\frac{v\,N_v\,\delta F}{(1+v\Pi)^2}. \tag{9}$$

The square appears because both the donor potential and the response to it are screened. If surfaces of several valleys meet at one $\mathbf q$, their terms add at this order.

## Transformation to real space

The phase is $\mathbf q\cdot\mathbf r=\mathbf Q\cdot\mathbf R$ with $\mathbf R=M_v^{1/2}\mathbf r/\sqrt{m_d}$, whose length is $R_v$. Let $g(\hat{\mathbf Q})$ be the coefficient $vN_v/(1+v\Pi)^2$ on the sphere. Integration by parts over the cosine of the angle between $\mathbf Q$ and $\mathbf R$ leaves, to leading order in $1/R$, the two end points. Since $g$ is even,

$$\int d\Omega\,g(\hat{\mathbf Q})e^{i\mathbf Q\cdot\mathbf R}\simeq 4\pi g(\hat{\mathbf R})\frac{\sin QR}{QR}. \tag{10}$$

The selected point is $\mathbf Q=2k_d\hat{\mathbf R}$, with $\hat{\mathbf R}=M_v^{1/2}\hat{\mathbf r}/\sqrt{m_v(\hat{\mathbf r})}$. Mapped back,

$$\mathbf q_v^*=\frac{2\sqrt{2E_F}}{\hbar}\,\frac{M_v\hat{\mathbf r}}{\sqrt{m_v(\hat{\mathbf r})}},\qquad
A_v=\frac{N_v\,v(q_v^*)}{[1+v(q_v^*)\Pi(\mathbf q_v^*)]^2}. \tag{11}$$

The normal to the singular surface at $\mathbf q_v^*$ is along $M_v^{-1}\mathbf q_v^*$, that is, along $\hat{\mathbf r}$.

For the radial integral write $Q=2k_d+t$, so that $x-1=t/2k_d$. The slowly varying factor $Q$ is replaced by $2k_d$. The constant in $\ln|t/2k_d|$ multiplies a smooth function and drops out. Then

$$\delta n_v=\frac{A_v}{2\pi^2R}\int Q\sin(QR)\,\delta F\,dQ
\simeq\frac{A_v}{4\pi^2R}\,\mathrm{Im}\left[e^{2ik_dR}\int_{-\infty}^{\infty}t\ln|t|\,e^{itR}dt\right]. \tag{12}$$

The derivative of $\ln|t|$ is the principal value of $1/t$, whose transform is $i\pi$ for $R>0$. Integration by parts gives $i\pi=-iR\int\ln|t|e^{itR}dt$, so that transform is $-\pi/R$. A factor $t$ acts as $-i\,d/dR$, which yields $-i\pi/R^2$. The imaginary part in (12) is then $-\pi\cos(2k_dR)/R^2$, and

$$\delta n_v=-\frac{A_v\cos(2k_dR_v)}{4\pi R_v^3}. \tag{13}$$

Finally $k_dR_v=k_dr\sqrt{m_v(\hat{\mathbf r})/m_d}=h_vr$ by (5), which proves (1). The next terms contain $(\delta F)^2\sim t^2\ln^2|t|$ and are smaller by a factor of order $\ln r/r$.

## How the period depends on direction

If $\theta$ is the angle between $\hat{\mathbf r}$ and the long axis of the valley, $m_v(\hat{\mathbf r})=m_t+(m_l-m_t)\cos^2\theta$. The period is shortest along the long axis and longest across it, in the ratio $\sqrt{m_t/m_l}$. For $m_l=m_t$ the dependence disappears.

The length $h_v$ is the half-width of the Fermi ellipsoid between two planes perpendicular to $\hat{\mathbf r}$. On the ellipsoid,

$$\mathbf k\cdot\hat{\mathbf r}=(M_v^{-1/2}\mathbf k)\cdot(M_v^{1/2}\hat{\mathbf r})\le\frac{\sqrt{2E_F}}{\hbar}\sqrt{m_v(\hat{\mathbf r})}=h_v. \tag{14}$$

The radius of the ellipsoid along $\hat{\mathbf r}$ is a different length, $\kappa_v=\sqrt{2E_F/(\hat{\mathbf r}\cdot M_v^{-1}\hat{\mathbf r})}/\hbar$. It is smaller than $h_v$ except when $\hat{\mathbf r}$ is a principal direction, where the two agree. The half-width enters because the electrons that travel from the donor to $\mathbf r$ have their velocity, not their wavevector, along $\hat{\mathbf r}$.

The three valley orientations obey a sum rule. Their masses along any $\hat{\mathbf r}$ add up to $m_l+2m_t$, so (2) gives

$$\sum_{a=1}^{3}\frac1{\Lambda_a^2(\hat{\mathbf r})}=\frac{2E_F(m_l+2m_t)}{\pi^2\hbar^2}, \tag{15}$$

independent of direction. Also, since $h_v=k_d\sqrt{m_v(\hat{\mathbf r})/m_d}$, the periods at fixed density depend on the ratio of the masses but not on their scale, and they vary as $n^{-1/3}$.

## Heavily doped silicon

Take $n=10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}$, with the rough typical values $m_l=0.92$, $m_t=0.19$ (in free-electron masses) and $\varepsilon=11.7$. Then $m_d=0.321$, and (5) gives $k_d=(3\pi^2\times0.1/6)^{1/3}=0.790\ \mathrm{nm^{-1}}$ and $E_F=74$ meV.

Along [111] all six valleys have mass $(0.92+2\times0.19)/3=0.433$. Hence $h=0.790\sqrt{0.433/0.321}=0.918\ \mathrm{nm^{-1}}$ and $\Lambda=\pi/h=3.42$ nm. The radius $\kappa$ would have given 4.43 nm. For the amplitude, (11) gives $v/(1+v\Pi)^2=0.220\ \mathrm{eV\,nm^3}$ and (7) gives $N_v=0.338\ \mathrm{eV^{-1}nm^{-3}}$. At $r=10$ nm the coefficient of the cosine has the magnitude

$$\frac{6\times0.338\times0.220}{4\pi\,(10)^3(0.433/0.321)^{3/2}}\ \mathrm{nm^{-3}}\approx2.3\times10^{16}\ \mathrm{cm^{-3}}. \tag{16}$$

The same steps for the other directions give:

| Direction | Valleys | Mass | Period (nm) | Amplitude at 10 nm (cm⁻³) |
|---|---|---|---|---|
| [100] | 4 | 0.190 | 5.17 | $4.4\times10^{16}$ |
| [100] | 2 | 0.920 | 2.35 | $2.0\times10^{15}$ |
| [110] | 2 | 0.190 | 5.17 | $2.1\times10^{16}$ |
| [110] | 4 | 0.555 | 3.03 | $9.6\times10^{15}$ |
| [111] | 6 | 0.433 | 3.42 | $2.3\times10^{16}$ |

Along [100] the long period dominates by a factor of 22. Of this, $(m_l/m_t)^{3/2}\approx10.7$ comes from $R_v^{-3}$ and 2 from the number of valleys; the small remainder comes from $A_v$. Along [110] the two tones are closer in strength, with an amplitude ratio of about 2.2.

These entries belong to the model of ellipsoidal valleys and constant $\varepsilon$, and real silicon departs from both. The Fermi surface reaches about three quarters of the way from the valley minimum to the zone boundary, where two bands meet. A two-band model of the resulting warping shifts the periods by 1–4% and splits the common 5.17 nm period into about 5.25 nm along [100] and 4.97 nm along [110]; the sum rule (15) then holds only approximately. The lattice also screens less at finite $q$. A model $\varepsilon(q)$ that falls to about 9.4 at $2.7\ \mathrm{nm^{-1}}$ raises the amplitudes of the three shorter periods by 14–19% and lowers the factor 22 to about 18.

The density (8) can also be transformed without the large-$r$ expansion, by a direct sum over a three-dimensional grid of $\mathbf q$ with spacing $0.03\ \mathrm{nm^{-1}}$ and a smooth cutoff above the singular surfaces. A Fourier analysis of $r^3\delta n$ between 10 and 45 nm then shows two periods along [100] (5.17 and 2.35 nm), two along [110] (5.17 and 3.02 nm) and one along [111] (3.42 nm). The root-mean-square difference between this sum and (1), both multiplied by $r^3$ and taken relative to (1), is 14–21% between 10 and 16 nm and 7–9% between 28 and 45 nm. The first range is stable against the grid, but the second is not converged, because periodic images of the donor contribute to it. With a shifted grid of spacing $0.021\ \mathrm{nm^{-1}}$ it becomes 8%, 3% and 4% along [100], [110] and [111]. Over the whole window the periods thus agree with (2) to better than 1%, while the density itself still differs from (1) by several per cent even in the far part.

## Temperature, disorder and strong scattering

A Fermi function is a superposition of sharp steps at energies $E$ with weight $-\partial f/\partial E$, and $\Pi_v$ is linear in $f$. For $k_BT\ll E_F$ each tone is therefore averaged over its phase $2h_v(E)r$, whose energy derivative at $E_F$ is $h_vr/E_F$. To leading order in $k_BT/E_F$, the average multiplies the tone by

$$\frac{X}{\sinh X},\qquad X=\frac{\pi k_BT\,h_vr}{E_F}. \tag{17}$$

At a distance of one period $h_vr=\pi$, and the factor is 0.88 at 77 K and 0.22 at 300 K. The last value gives only the order of magnitude, because $k_BT$ is then about a third of $E_F$.

For disorder and strong scattering, consider the amplitude for propagation from the donor to $\mathbf r$ within a valley, $G=-m_de^{iKR_v}/(2\pi\hbar^2R_v)$, with $K=\sqrt{2m_dE}/\hbar$. A level width $\hbar/\tau$ replaces $E_F$ by $E_F+i\hbar/2\tau$, and expansion gives

$$K\simeq k_d+\frac{i}{2\ell},\qquad \ell=\frac{\hbar k_d\tau}{m_d}. \tag{18}$$

The density change involves propagation out and back, hence $G^2$, and its average over disorder acquires approximately the factor $e^{-R_v/\ell}$. This factor describes the average over many arrangements of the scatterers. In a single sample, scattering scrambles the phase of the oscillation, and its local size need not fall by this factor. A rough mobility of 100 cm²/Vs, with $\tau$ taken from the mobility and the conductivity mass $3/(1/m_l+2/m_t)$, gives $\ell=4.2$ nm. At one period along [111] the factor is 0.39. If small-angle scattering is strong, the level lifetime is shorter than this $\tau$ and the damping is stronger.

Linear response itself is strained near the donor: integrating (8) over all $\mathbf q$ numerically gives $\delta n(0)\approx1.2\,n$, which is not a small change. For a localized scatterer of any strength, let $T$ be the amplitude for backscattering within the valley. The far density is

$$\delta n_v=-\frac2\pi\,\mathrm{Im}\int^{E_F}\!dE\,T\,G^2\simeq\frac{m_dk_d}{4\pi^3\hbar^2R_v^3}\,|T|\cos(2h_vr+\eta),\qquad T=|T|e^{i\eta}, \tag{19}$$

where the rapidly varying phase leaves the contribution of the upper limit, $\int^{E_F}e^{2iKR}dE\simeq e^{2ik_dR}\hbar^2k_d/(2iRm_d)$. Equation (19) leaves out the potential that the oscillating density itself sets up. In linear screening this potential divides the amplitude by $1+v(q_v^*)\Pi(\mathbf q_v^*)$, which is the second screening factor in (11). Strong scattering thus changes the amplitude and adds a constant phase $\eta$, but leaves the period (2). For a weak potential $T$ is the Fourier component of the potential at $\mathbf q_v^*$. For the screened Coulomb attraction this component is negative, so $\eta=\pi$, which is the minus sign in (1). An attractive potential of another shape can have the opposite sign there, for example a square well of radius $a$ with $k_da=3$. The donor is not weak: in an isotropic model with mass $m_d$ and a Yukawa potential of screening wavevector 1.25–1.8 nm⁻¹, $|T|$ exceeds its first-order value by 30–40% and $\eta$ moves away from $\pi$ by $0.1\pi$–$0.2\pi$.

## Intervalley terms and real layers

If the electron leaves in valley $i$ and returns in valley $j$, the phase becomes $(\mathbf K_i-\mathbf K_j)\cdot\mathbf r+(h_i+h_j)r$, where $\mathbf K_i$ is the position of the valley minimum. These are additional oscillations. Their periods generally differ from (2), but they coincide with it when $\mathbf K_i-\mathbf K_j$ is perpendicular to $\mathbf r$ and $h_i=h_j$. An example is the pair of opposite valleys on the $y$ axis when $\mathbf r$ is along [100]. To gauge them, take minima at 0.85 of the way to the zone boundary, a lattice constant of 0.543 nm, the unscreened $v(q)$, and Bloch overlap one. Here $\mathbf q$ joins the two Fermi-surface points between which the electron is scattered, up to a reciprocal lattice vector. Along [111] its smallest length is $1.39\ \mathrm{nm^{-1}}$ for opposite valleys and $11.1\ \mathrm{nm^{-1}}$ for valleys on different axes. Relative to the intravalley value $0.220\ \mathrm{eV\,nm^3}$, the drive is then 3.7 and 0.06. The separation of the minima alone, $3.47\ \mathrm{nm^{-1}}$ for opposite valleys, would give only 0.58, so the extent of the Fermi surface matters. Screening by the electrons lowers the larger value. The smaller one is too low in one respect: it keeps $\varepsilon=11.7$, whereas the silicon lattice screens much less at so large a $q$. Intervalley terms cannot be dismissed on this basis; their strength requires the true Bloch overlaps.

The chosen density lies in the regime of silicon source, drain and contact layers. The chosen mobility is on the high side: room-temperature values at this density are closer to 60–75 cm²/Vs, which gives $\ell\approx2.5$–3.1 nm and a disorder factor of 0.2–0.3 in place of 0.39. Such layers break the assumption of a single, isolated donor: the mean spacing $n^{-1/3}=2.15$ nm is shorter than every period in the table. As far as linear response holds, the measurable density there is a superposition of many donors' patterns, and (1) describes the contribution of one. At room temperature thermal and disorder damping together leave about $0.22\times0.39\approx0.09$ of the clean, cold amplitude at one [111] period in the disorder-averaged density, if the two factors are simply multiplied. This is an order of magnitude only: neither $k_BT$ nor the level width is small compared with $E_F$, and (1) itself is rough at so short a distance. Incomplete electrical activation lowers the electron density; if half the dopants are inactive, all periods lengthen by $2^{1/3}$, or 26%, so the [111] period becomes about 4.3 nm. The ratios of periods between directions stay the same as long as the valleys remain equally filled and ellipsoidal. Strain that shifts valleys relative to one another breaks that condition, and each valley then needs its own Fermi energy in (2).

All numerical values are calculated from the stated model.
